# How long do random simultaneous nuclei take to cover a surface?: test program

```python
"""
Result under test: simultaneous Poisson nuclei of density N, growing as discs
with constant edge speed v, cover the mean fraction 1-exp(-pi*N*v^2*t^2).
Mean coverage 99 % is reached at sqrt(ln(100)/pi)/(v*sqrt(N)).
Symbols: N = nuclei per um^2, v = normal edge speed in um/min, t = time in min.
The program samples random patterns and sizes several neglected effects.
"""
import numpy as np
from scipy.spatial import cKDTree
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(72419)
density = 0.04
speed = 0.1
log100 = np.log(100.0)
rate_const = np.pi * density * speed**2


def closure_time(fraction):
    return np.sqrt(-np.log(1 - fraction) / np.pi) / (speed * np.sqrt(density))


def coverage(time):
    return 1 - np.exp(-rate_const * time**2)


def poisson_pattern(mean_count, number_density):
    side = np.sqrt(mean_count / number_density)
    nuclei = rng.random((rng.poisson(mean_count), 2)) * side
    return side, nuclei, cKDTree(nuclei, boxsize=side)


t99 = closure_time(0.99)
prefactor = t99 * speed * np.sqrt(density)

# Large periodic film: sampled first-arrival times against the coverage law.
side, nuclei, tree = poisson_pattern(200000, density)
samples = rng.random((400000, 2)) * side
arrival = tree.query(samples)[0] / speed
t99_sampled = np.quantile(arrival, 0.99)
assert abs(t99_sampled / t99 - 1) < 0.015
history = []
for time in (10.0, 20.0, 40.0, 60.0):
    sampled = np.mean(arrival <= time)
    assert abs(sampled - coverage(time)) < 0.01
    history.append((time, coverage(time), sampled))


# Convex islands: the arrival distance is the largest projection on an edge
# normal. Zero edges denotes a disc. Distances are in units of 1/sqrt(N).
def first_island(points, nuclei, tree, side, angles, edges, neighbours=50):
    index = tree.query(points, k=neighbours)[1]
    delta = points[:, None, :] - nuclei[index]
    delta -= side * np.round(delta / side)
    if edges == 0:
        reach = np.hypot(delta[:, :, 0], delta[:, :, 1])
    else:
        reach = np.full(index.shape, -np.inf)
        for j in range(edges):
            phi = angles[index] + 2 * np.pi * j / edges
            projection = (delta[:, :, 0] * np.cos(phi)
                          + delta[:, :, 1] * np.sin(phi))
            reach = np.maximum(reach, projection)
    best = np.argmin(reach, axis=1)
    row = np.arange(len(points))
    return reach[row, best], index[row, best], delta[row, best]


unit_side, unit_nuclei, unit_tree = poisson_pattern(60000, 1.0)
aligned = np.zeros(len(unit_nuclei))
twinned = np.pi * rng.integers(0, 2, len(unit_nuclei))
shape_results = {}
for name, edges, area_factor in (("hexagon", 6, 2 * np.sqrt(3)),
                                 ("triangle", 3, 3 * np.sqrt(3))):
    points = rng.random((50000, 2)) * unit_side
    reach = first_island(points, unit_nuclei, unit_tree, unit_side,
                         aligned, edges)[0]
    sampled = np.quantile(reach, 0.99)
    derived = np.sqrt(log100 / area_factor)
    assert abs(sampled / derived - 1) < 0.035
    shape_results[name] = (derived, sampled)


# Is any sampled place on the straight path claimed first by another island?
def cut_path_share(angles, edges):
    points = rng.random((4000, 2)) * unit_side
    _, owner, delta = first_island(points, unit_nuclei, unit_tree, unit_side,
                                   angles, edges, 60)
    cut = np.zeros(len(points), dtype=bool)
    for fraction in (0.1, 0.3, 0.5, 0.7, 0.9):
        path_point = (points - (1 - fraction) * delta) % unit_side
        path_owner = first_island(path_point, unit_nuclei, unit_tree,
                                  unit_side, angles, edges, 60)[1]
        cut |= path_owner != owner
    return np.mean(cut)


cut_disc = cut_path_share(aligned, 0)
cut_aligned = cut_path_share(aligned, 3)
cut_twinned = cut_path_share(twinned, 3)
assert cut_disc == 0 and cut_aligned == 0
assert cut_twinned > 0.001

# Nucleation attempts spread uniformly over a finite period.
period = 10.0
t99_spread = period / 2 + np.sqrt(t99**2 - period**2 / 12)
side, nuclei, tree = poisson_pattern(60000, density)
birth = rng.random(len(nuclei)) * period
points = rng.random((60000, 2)) * side
distance, index = tree.query(points, k=25)
spread_arrival = np.min(birth[index] + distance / speed, axis=1)
t99_spread_sampled = np.quantile(spread_arrival, 0.99)
assert abs(t99_spread_sampled / t99_spread - 1) < 0.03
lost_share = quad(lambda s: 1 - np.exp(-rate_const * s**3 / (3 * period)),
                  0, period)[0] / period
distance, index = tree.query(nuclei, k=25)
earliest = np.min(birth[index] + distance / speed, axis=1)
lost_sampled = np.mean(earliest < birth - 1e-9)
assert abs(lost_sampled / lost_share - 1) < 0.25

# Supply cap at half the largest covering rate, shared by all free edges.
peak_rate = speed * np.sqrt(2 * np.pi * density / np.e)


def edge_length(radius):
    return 2 * np.pi * density * radius * np.exp(-np.pi * density * radius**2)


best = minimize_scalar(lambda t: -(coverage(t + 1e-3) - coverage(t - 1e-3))
                       / 2e-3, bounds=(1, t99), method="bounded")
assert abs(-best.fun / peak_rate - 1) < 1e-5
supply = peak_rate / 2
peak_radius = 1 / np.sqrt(2 * np.pi * density)
final_radius = speed * t99
r_low = brentq(lambda r: speed * edge_length(r) - supply, 1e-9, peak_radius)
r_high = brentq(lambda r: speed * edge_length(r) - supply,
                peak_radius, final_radius)
covered_between = coverage(r_high / speed) - coverage(r_low / speed)
t99_capped = t99 - (r_high - r_low) / speed + covered_between / supply


def edge_motion(_, state):
    return [min(speed, supply / max(edge_length(state[0]), 1e-12))]


def reached(_, state):
    return state[0] - final_radius


reached.terminal = True
motion = solve_ivp(edge_motion, (0, 5 * t99), [0.0], events=reached,
                   rtol=1e-8, atol=1e-10, max_step=0.5)
t99_capped_ode = motion.t_events[0][0]
assert abs(t99_capped_ode / t99_capped - 1) < 1e-4

# Triangular lattice: search a unit cell for the last point to be covered.
lattice_factor = np.sqrt(2 / (3 * np.sqrt(3)))
t_lattice = lattice_factor / (speed * np.sqrt(density))
spacing = np.sqrt(2 / (np.sqrt(3) * density))
basis = spacing * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
steps = np.arange(60) / 60
cell = np.array([(a, b) for a in steps for b in steps]) @ basis
sites = np.array([(a, b) for a in range(-2, 4) for b in range(-2, 4)]) @ basis
last_distance = cKDTree(sites).query(cell)[0].max()
assert abs(last_distance / speed / t_lattice - 1) < 1e-9

# Random sequential placement with a minimum separation.
separation = 2.5
separated_arrivals = []
for _ in range(4):
    count = 3000
    side = np.sqrt(count / density)
    placed = np.empty((count, 2))
    filled = 0
    while filled < count:
        trial = rng.random(2) * side
        delta = np.abs(placed[:filled] - trial)
        delta = np.minimum(delta, side - delta)
        if filled == 0 or np.min(np.sum(delta**2, axis=1)) >= separation**2:
            placed[filled] = trial
            filled += 1
    points = rng.random((40000, 2)) * side
    separated_arrivals.append(
        cKDTree(placed, boxsize=side).query(points)[0] / speed)
t99_separated = np.quantile(np.concatenate(separated_arrivals), 0.99)
assert t_lattice < t99_separated < 0.97 * t99

# Bare-area fluctuations in a periodic square field at the mean 99 % time.
field = 100.0
radius = speed * t99
bare = 0.01


def lens(r):
    return (2 * radius**2 * np.arccos(r / (2 * radius))
            - r / 2 * np.sqrt(4 * radius**2 - r**2))


pair_integral = quad(lambda r: 2 * np.pi * r * np.expm1(density * lens(r)),
                     0, 2 * radius)[0]
bare_std = bare * np.sqrt(pair_integral / field**2)
time_std = bare_std / (2 * rate_const * t99 * bare)
axis = (np.arange(60) + 0.5) * field / 60
grid = np.array([(x, y) for x in axis for y in axis])
bare_samples, time_samples = [], []
for _ in range(400):
    _, _, field_tree = poisson_pattern(density * field**2, density)
    times = field_tree.query(grid)[0] / speed
    bare_samples.append(np.mean(times > t99))
    time_samples.append(np.quantile(times, 0.99))
bare_std_sampled = np.std(bare_samples, ddof=1)
time_std_sampled = np.std(time_samples, ddof=1)
# Tolerances allow for 400 fields and, for time, the linearised slope.
assert abs(bare_std_sampled / bare_std - 1) < 0.25
assert abs(time_std_sampled / time_std - 1) < 0.35

print(f"Nucleus density N: {density:.2f} per um^2")
print(f"Edge speed v: {speed:.2f} um/min")
print(f"Mean spacing 1/sqrt(N): {1 / np.sqrt(density):.2f} um")
print(f"ln(100): {log100:.4f}")
print(f"99 % prefactor: {prefactor:.4f}")
print(f"pi N v^2: {rate_const:.6f} per min^2")
print(f"50 % time: {closure_time(0.5):.2f} min")
print(f"99 % time, derived: {t99:.2f} min = {t99 / 60:.3f} h")
print(f"99 % time, sampled: {t99_sampled:.2f} min")
print(f"99.9 % time: {closure_time(0.999):.2f} min")
print(f"Free disc radius at 99 % time: {radius:.2f} um")
for time, derived, sampled in history:
    print(f"Coverage at {time:.0f} min, derived / sampled: "
          f"{100 * derived:.2f} / {100 * sampled:.2f} %")
for name, (derived, sampled) in shape_results.items():
    print(f"Aligned {name} prefactor, derived / sampled: "
          f"{derived:.3f} / {sampled:.3f}")
    print(f"Aligned {name} 99 % time: "
          f"{derived / (speed * np.sqrt(density)):.1f} min")
print(f"Cut straight paths, discs: {100 * cut_disc:.1f} %")
print(f"Cut straight paths, aligned triangles: {100 * cut_aligned:.1f} %")
print(f"Cut straight paths, twinned triangles: {100 * cut_twinned:.1f} %")
print(f"Nucleation period: {period:.0f} min")
print(f"99 % time with this period, derived / sampled: "
      f"{t99_spread:.2f} / {t99_spread_sampled:.2f} min")
print(f"Delay from nucleation period: {t99_spread - t99:.2f} min")
print(f"Attempts on covered ground, derived / sampled: "
      f"{100 * lost_share:.2f} / {100 * lost_sampled:.2f} %")
print(f"Peak covering rate: {100 * peak_rate:.2f} % of surface per min")
print(f"Capped covering rate: {100 * supply:.2f} % of surface per min")
print(f"Cap acts between radii: {r_low:.2f} and {r_high:.2f} um")
print(f"Coverage gained under cap: {100 * covered_between:.1f} %")
print(f"99 % time with cap, derived / integrated: "
      f"{t99_capped:.2f} / {t99_capped_ode:.2f} min")
print(f"Delay from supply cap: {t99_capped - t99:.1f} min")
print(f"Triangular-lattice full-coverage prefactor: {lattice_factor:.4f}")
print(f"Triangular-lattice full-coverage time: {t_lattice:.1f} min")
print(f"Minimum nucleus separation: {separation:.1f} um")
print(f"99 % time with separation, sampled: {t99_separated:.0f} min")
print(f"Square field side: {field:.0f} um")
print(f"Mean number of nuclei in field: {density * field**2:.0f}")
print(f"Bare-area standard deviation, derived / sampled: "
      f"{100 * bare_std:.2f} / {100 * bare_std_sampled:.2f} % of field")
print(f"99 % time standard deviation, linear / sampled: "
      f"{time_std:.1f} / {time_std_sampled:.1f} min")
print("PASS")
```

Output:

```
Nucleus density N: 0.04 per um^2
Edge speed v: 0.10 um/min
Mean spacing 1/sqrt(N): 5.00 um
ln(100): 4.6052
99 % prefactor: 1.2107
pi N v^2: 0.001257 per min^2
50 % time: 23.49 min
99 % time, derived: 60.54 min = 1.009 h
99 % time, sampled: 60.48 min
99.9 % time: 74.14 min
Free disc radius at 99 % time: 6.05 um
Coverage at 10 min, derived / sampled: 11.81 / 11.79 %
Coverage at 20 min, derived / sampled: 39.51 / 39.44 %
Coverage at 40 min, derived / sampled: 86.61 / 86.67 %
Coverage at 60 min, derived / sampled: 98.92 / 98.93 %
Aligned hexagon prefactor, derived / sampled: 1.153 / 1.152
Aligned hexagon 99 % time: 57.6 min
Aligned triangle prefactor, derived / sampled: 0.941 / 0.939
Aligned triangle 99 % time: 47.1 min
Cut straight paths, discs: 0.0 %
Cut straight paths, aligned triangles: 0.0 %
Cut straight paths, twinned triangles: 3.7 %
Nucleation period: 10 min
99 % time with this period, derived / sampled: 65.47 / 65.63 min
Delay from nucleation period: 4.93 min
Attempts on covered ground, derived / sampled: 1.03 / 1.06 %
Peak covering rate: 3.04 % of surface per min
Capped covering rate: 1.52 % of surface per min
Cap acts between radii: 0.64 and 3.83 um
Coverage gained under cap: 79.3 %
99 % time with cap, derived / integrated: 80.70 / 80.70 min
Delay from supply cap: 20.2 min
Triangular-lattice full-coverage prefactor: 0.6204
Triangular-lattice full-coverage time: 31.0 min
Minimum nucleus separation: 2.5 um
99 % time with separation, sampled: 49 min
Square field side: 100 um
Mean number of nuclei in field: 400
Bare-area standard deviation, derived / sampled: 0.50 / 0.55 % of field
99 % time standard deviation, linear / sampled: 3.3 / 3.4 min
PASS
```
